# Does the polarizability of a quantum particle follow its volume?: a program that tests the result

```python
"""Static polarizability of one bound particle is C*m*L**4 at fixed shape.

Atomic units: hbar = e = electron mass = 4*pi*epsilon_0 = 1.
m: mass; L: length; F: field strength; alpha: static polarizability along x.
sigma: standard deviation of position along x in the ground state.
The field enters as -F*x, and alpha is minus the second field derivative
of the ground-state energy. For every ground state considered here,
alpha >= 4*m*sigma**4, with equality for the harmonic oscillator.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, angstrom
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh


def close(value, reference, relative_tolerance):
    return abs(value - reference) <= relative_tolerance * abs(reference)


def interior_grid(width, step):
    """Centered grid without the two hard-wall end points."""
    intervals = int(round(width / step))
    return np.linspace(-width / 2, width / 2, intervals + 1)[1:-1]


def tridiagonal(x, potential, mass):
    step = x[1] - x[0]
    diagonal = 1 / (mass * step**2) + potential
    off_diagonal = np.full(len(x) - 1, -1 / (2 * mass * step**2))
    return diagonal, off_diagonal


def finite_field_alpha(x, potential, mass, field):
    """Minus the second central difference of the lowest energy."""
    def energy(strength):
        d, o = tridiagonal(x, potential - strength * x, mass)
        return eigh_tridiagonal(d, o, eigvals_only=True,
                                select='i', select_range=(0, 0))[0]
    return -(energy(field) + energy(-field) - 2 * energy(0.0)) / field**2


def state_sums(x, potential, mass):
    """Polarizability, variance, oscillator-strength sum and first gap."""
    energies, states = eigh_tridiagonal(*tridiagonal(x, potential, mass))
    density = states[:, 0]**2
    mean = density @ x
    variance = density @ (x - mean)**2
    dipoles = states[:, 1:].T @ (x * states[:, 0])
    gaps = energies[1:] - energies[0]
    alpha = 2 * np.sum(dipoles**2 / gaps)
    strength = 2 * mass * np.sum(gaps * dipoles**2)
    return alpha, variance, strength, gaps[0]


def hydrogenlike(charge, mass, step=0.005, radius=30.0):
    """Radial response through the complete discretized p channel."""
    r = step * np.arange(1, int(round(radius / step)))
    d, o = tridiagonal(r, -charge / r, mass)
    energy, state = eigh_tridiagonal(d, o, select='i', select_range=(0, 0))
    u = state[:, 0]
    bands = np.zeros((3, len(r)))
    bands[0, 1:] = o
    bands[1] = d + 1 / (mass * r**2) - energy[0]
    bands[2, :-1] = o
    response = solve_banded((1, 1), bands, r * u)
    return 2 * (r * u) @ response / 3, (u**2) @ r**2 / 3


def rectangle_alpha(length, transverse, step, field):
    """Finite-field response of a two-dimensional hard-wall rectangle."""
    x, y = interior_grid(length, step), interior_grid(transverse, step)

    def kinetic(grid):
        d, o = tridiagonal(grid, np.zeros(len(grid)), 1.0)
        return diags([o, d, o], [-1, 0, 1], format='csc')

    base = kron(kinetic(x), identity(len(y)), format='csc')
    base = base + kron(identity(len(x)), kinetic(y), format='csc')
    position = kron(diags(x), identity(len(y)), format='csc')

    def energy(strength):
        matrix = (base - strength * position).tocsc()
        return eigsh(matrix, k=1, sigma=0.0, which='LM',
                     return_eigenvectors=False)[0]
    return -(energy(field) + energy(-field) - 2 * energy(0.0)) / field**2


# Closed-form coefficients under test.
box_coefficient = (15 - np.pi**2) / (12 * np.pi**4)
box_variance = 1 / 12 - 1 / (2 * np.pi**2)


def box_formula(length, mass):
    return box_coefficient * mass * length**4


# First-order wavefunctions must solve their differential equations.
X, Y, W = sp.symbols('X Y W', real=True)
M, A, K, R, r = sp.symbols('M A K R r', positive=True)
k_box = sp.pi
box_ground = sp.cos(k_box * X)
box_response = (-X**2 * sp.sin(k_box * X) / (2 * k_box)
                - X * sp.cos(k_box * X) / (2 * k_box**2)
                + sp.sin(k_box * X) / (8 * k_box))
box_residual = (-sp.diff(box_response, X, 2) / 2
                - k_box**2 * box_response / 2 - X * box_ground)
assert sp.simplify(box_residual) == 0
assert sp.simplify(box_response.subs(X, sp.Rational(1, 2))) == 0
delta_ground = sp.exp(-K * X)
delta_response = M * (X**2 / (2 * K) + X / (2 * K**2)) * delta_ground
delta_residual = (-sp.diff(delta_response, X, 2) / (2 * M)
                  + K**2 * delta_response / (2 * M) - X * delta_ground)
assert sp.simplify(delta_residual) == 0
distance = sp.sqrt(X**2 + Y**2 + W**2)
hydrogen_ground = sp.exp(-distance / A)
hydrogen_response = M * A * X * (A + distance / 2) * hydrogen_ground
laplacian = sum(sp.diff(hydrogen_response, q, 2) for q in (X, Y, W))
hydrogen_residual = (-laplacian / (2 * M)
                     - hydrogen_response / (M * A * distance)
                     + hydrogen_response / (2 * M * A**2)
                     - X * hydrogen_ground)
assert sp.simplify(hydrogen_residual) == 0

# A classical conducting sphere provides the contrasting volume law.
cosine = sp.symbols('cosine', real=True)
sphere_potential = -(r - R**3 / r**2) * cosine
sphere_laplacian = (sp.diff(r**2 * sp.diff(sphere_potential, r), r) / r**2
                    - 2 * sphere_potential / r**2)
assert sp.simplify(sphere_laplacian) == 0
assert sp.simplify(sphere_potential.subs(r, R)) == 0
surface_charge = -sp.diff(sphere_potential, r).subs(r, R) / (4 * sp.pi)
sphere_dipole = sp.integrate(surface_charge * R * cosine * 2 * sp.pi * R**2,
                             (cosine, -1, 1))
assert sp.simplify(sphere_dipole - R**3) == 0

# Hard-wall boxes, using the same absolute grid step at both widths.
box_results = []
for length, mass in ((10.0, 1.0), (20.0, 1.0), (20.0, 0.5)):
    x = interior_grid(length, 0.02)
    numeric = finite_field_alpha(x, np.zeros(len(x)), mass,
                                 0.2 / (mass * length**3))
    formula = box_formula(length, mass)
    assert close(numeric, formula, 2e-4)
    box_results.append((length, mass, numeric, formula))

# An asymmetric anharmonic shape tests the general scaling law.
shape_results = []
for length, mass in ((1.0, 1.0), (2.0, 1.0), (1.0, 3.0), (2.0, 3.0)):
    x = interior_grid(10 * length, 0.01)
    u = x / length
    potential = (u**4 + u**3) / (mass * length**2)
    numeric = finite_field_alpha(x, potential, mass,
                                 0.02 / (mass * length**3))
    shape_results.append((length, mass, numeric))
for length, mass, numeric in shape_results:
    assert close(numeric / shape_results[0][2], mass * length**4, 1e-3)

# Delta wells with varied mass and varied attraction.
delta_results = []
for mass, attraction in ((1.0, 1.0), (1.0, 2.0), (2.0, 1.0)):
    x = interior_grid(30.0, 0.01)
    potential = np.zeros(len(x))
    potential[len(x) // 2] = -attraction / (x[1] - x[0])
    kappa = mass * attraction
    numeric = finite_field_alpha(x, potential, mass, 0.002 * kappa**3 / mass)
    formula = 1.25 * mass / kappa**4
    assert close(numeric, formula, 2e-3)
    delta_results.append((mass, attraction, numeric, formula))

# Hydrogenlike atoms distinguish a change of charge from one of mass.
hydrogen_results = []
for charge, mass in ((1.0, 1.0), (2.0, 1.0), (1.0, 2.0)):
    numeric, variance = hydrogenlike(charge, mass)
    radius = 1 / (charge * mass)
    formula = 4.5 * mass * radius**4
    assert close(numeric, formula, 2e-3)
    assert close(variance, radius**2, 2e-3)
    assert numeric >= 4 * mass * variance**2
    hydrogen_results.append((charge, mass, numeric, formula))

# Sum rules and bounds for several one-dimensional shapes.
x_box = interior_grid(1.0, 1 / 800)
x_wide = interior_grid(16.0, 0.02)
x_delta = interior_grid(24.0, 0.03)
delta_potential = np.zeros(len(x_delta))
delta_potential[len(x_delta) // 2] = -1 / (x_delta[1] - x_delta[0])
cases = {
    'box': (x_box, np.zeros(len(x_box)), 1.0),
    'oscillator': (x_wide, x_wide**2 / 2, 1.0),
    'heavy oscillator': (x_wide, x_wide**2 / 2, 4.0),
    'delta': (x_delta, delta_potential, 1.0),
    'anharmonic': (x_wide, x_wide**4 + x_wide**3, 1.0)}
barriers = (0, 10, 100, 1000, 2000)
for barrier in barriers:
    potential = np.zeros(len(x_box))
    potential[len(x_box) // 2] = barrier / (x_box[1] - x_box[0])
    cases[barrier] = (x_box, potential, 1.0)
sums = {}
bound_ratio = {}
for name, (x, potential, mass) in cases.items():
    alpha, variance, strength, gap = state_sums(x, potential, mass)
    assert close(strength, 1.0, 3e-3)
    lower = 4 * mass * variance**2
    upper = 2 * variance / gap
    assert lower * (1 - 1e-8) <= alpha <= upper * (1 + 1e-8)
    sums[name] = (alpha, variance, strength, gap)
    bound_ratio[name] = alpha / lower

box_ratio = box_coefficient / (4 * box_variance**2)
assert close(sums['box'][1], box_variance, 1e-4)
assert close(bound_ratio['box'], box_ratio, 1e-3)
assert close(bound_ratio['delta'], 1.25, 5e-3)
for name, mass in (('oscillator', 1.0), ('heavy oscillator', 4.0)):
    assert close(sums[name][0], 1.0, 2e-3)
    assert close(sums[name][1], 1 / (2 * np.sqrt(mass)), 2e-3)
    assert close(bound_ratio[name], 1.0, 2e-3)

# High-barrier growth, gap and bounded position variance.
barrier_slope = (sums[2000][0] - sums[1000][0]) / 1000
slope_formula = 1 / (64 * np.pi**2)
assert close(barrier_slope, slope_formula, 0.01)
assert close(sums[2000][3], 8 * np.pi**2 / 2000, 0.01)
assert all(sums[g][1] < 0.25 for g in barriers)

# Transverse size changes area but not response along x.
square = rectangle_alpha(10.0, 10.0, 1 / 6, 0.0005)
rectangle = rectangle_alpha(10.0, 20.0, 1 / 6, 0.0005)
assert close(square, box_formula(10.0, 1.0), 3e-3)
assert close(rectangle, square, 1e-5)

bohr_in_angstrom = physical_constants['Bohr radius'][0] / angstrom
au_volume = bohr_in_angstrom**3
print('Units: length a0, mass m_e, energy Eh, alpha e^2 a0^2/Eh')
print(f'1 alpha unit as polarizability volume = {au_volume:.6f} angstrom^3')
print(f'box coefficient C = {box_coefficient:.8f} (dimensionless)')
for length, mass, numeric, formula in box_results:
    print(f'box L={length:g} a0, m={mass:g} m_e: finite-field alpha='
          f'{numeric:.4f}, formula={formula:.4f} e^2 a0^2/Eh')
    print(f'  same formula result = {formula * au_volume:.4f} angstrom^3')
print(f'box alpha ratio, L doubled = '
      f'{box_results[1][2] / box_results[0][2]:.4f} (dimensionless)')
print(f'cube volume ratio, L doubled = {(20.0 / 10.0)**3:.1f} (dimensionless)')
print(f'rectangle 10 x 10 a0: grid alpha={square:.4f} e^2 a0^2/Eh')
print(f'rectangle 10 x 20 a0: grid alpha={rectangle:.4f} e^2 a0^2/Eh')
for length, mass, numeric in shape_results:
    print(f'anharmonic L={length:g} a0, m={mass:g} m_e: '
          f'alpha={numeric:.5f} e^2 a0^2/Eh')
for mass, attraction, numeric, formula in delta_results:
    print(f'delta m={mass:g} m_e, strength={attraction:g} Eh a0: '
          f'alpha={numeric:.5f}, formula={formula:.5f} e^2 a0^2/Eh')
for charge, mass, numeric, formula in hydrogen_results:
    print(f'hydrogenlike Z={charge:g}, m={mass:g} m_e: '
          f'alpha={numeric:.5f}, formula={formula:.5f} e^2 a0^2/Eh')
print(f'hydrogen Z=1, m=1: formula volume='
      f'{hydrogen_results[0][3] * au_volume:.5f} angstrom^3')
for name, mass in (('oscillator', 1), ('heavy oscillator', 4)):
    print(f'oscillator k=1 Eh/a0^2, m={mass} m_e: '
          f'alpha={sums[name][0]:.5f} e^2 a0^2/Eh, '
          f'sigma={np.sqrt(sums[name][1]):.5f} a0')
print(f'box width for sigma=1 a0: {1 / np.sqrt(box_variance):.5f} a0')
for name, ratio in (('oscillator', 1.0), ('box', box_ratio),
                    ('hydrogenlike', 9 / 8), ('delta', 5 / 4)):
    print(f'{name}, sigma=1 a0, m=1 m_e: alpha={4 * ratio:.5f} '
          f'e^2 a0^2/Eh; alpha/lower bound={ratio:.5f}')
for barrier in barriers:
    alpha, variance, strength, gap = sums[barrier]
    print(f'barrier g={barrier}, L=1 a0, m=1 m_e: alpha={alpha:.6f} '
          f'e^2 a0^2/Eh, sigma={np.sqrt(variance):.5f} a0')
    print(f'  gap={gap:.5f} Eh; alpha/lower bound='
          f'{bound_ratio[barrier]:.4f} (dimensionless)')
print(f'high-barrier slope d(alpha)/dg: grid={barrier_slope:.7f}, '
      f'formula={slope_formula:.7f} e^2 a0^2/Eh')
print('done: every assertion held')
```

Printed output:

```
Units: length a0, mass m_e, energy Eh, alpha e^2 a0^2/Eh
1 alpha unit as polarizability volume = 0.148185 angstrom^3
box coefficient C = 0.00438905 (dimensionless)
box L=10 a0, m=1 m_e: finite-field alpha=43.8910, formula=43.8905 e^2 a0^2/Eh
  same formula result = 6.5039 angstrom^3
box L=20 a0, m=1 m_e: finite-field alpha=702.2489, formula=702.2473 e^2 a0^2/Eh
  same formula result = 104.0623 angstrom^3
box L=20 a0, m=0.5 m_e: finite-field alpha=351.1245, formula=351.1237 e^2 a0^2/Eh
  same formula result = 52.0312 angstrom^3
box alpha ratio, L doubled = 15.9998 (dimensionless)
cube volume ratio, L doubled = 8.0 (dimensionless)
rectangle 10 x 10 a0: grid alpha=43.9399 e^2 a0^2/Eh
rectangle 10 x 20 a0: grid alpha=43.9399 e^2 a0^2/Eh
anharmonic L=1 a0, m=1 m_e: alpha=0.40190 e^2 a0^2/Eh
anharmonic L=2 a0, m=1 m_e: alpha=6.43034 e^2 a0^2/Eh
anharmonic L=1 a0, m=3 m_e: alpha=1.20571 e^2 a0^2/Eh
anharmonic L=2 a0, m=3 m_e: alpha=19.29103 e^2 a0^2/Eh
delta m=1 m_e, strength=1 Eh a0: alpha=1.25009, formula=1.25000 e^2 a0^2/Eh
delta m=1 m_e, strength=2 Eh a0: alpha=0.07814, formula=0.07812 e^2 a0^2/Eh
delta m=2 m_e, strength=1 Eh a0: alpha=0.15628, formula=0.15625 e^2 a0^2/Eh
hydrogenlike Z=1, m=1 m_e: alpha=4.50009, formula=4.50000 e^2 a0^2/Eh
hydrogenlike Z=2, m=1 m_e: alpha=0.28127, formula=0.28125 e^2 a0^2/Eh
hydrogenlike Z=1, m=2 m_e: alpha=0.56254, formula=0.56250 e^2 a0^2/Eh
hydrogen Z=1, m=1: formula volume=0.66683 angstrom^3
oscillator k=1 Eh/a0^2, m=1 m_e: alpha=1.00000 e^2 a0^2/Eh, sigma=0.70709 a0
oscillator k=1 Eh/a0^2, m=4 m_e: alpha=1.00000 e^2 a0^2/Eh, sigma=0.49997 a0
box width for sigma=1 a0: 5.53232 a0
oscillator, sigma=1 a0, m=1 m_e: alpha=4.00000 e^2 a0^2/Eh; alpha/lower bound=1.00000
box, sigma=1 a0, m=1 m_e: alpha=4.11149 e^2 a0^2/Eh; alpha/lower bound=1.02787
hydrogenlike, sigma=1 a0, m=1 m_e: alpha=4.50000 e^2 a0^2/Eh; alpha/lower bound=1.12500
delta, sigma=1 a0, m=1 m_e: alpha=5.00000 e^2 a0^2/Eh; alpha/lower bound=1.25000
barrier g=0, L=1 a0, m=1 m_e: alpha=0.004389 e^2 a0^2/Eh, sigma=0.18076 a0
  gap=14.80431 Eh; alpha/lower bound=1.0279 (dimensionless)
barrier g=10, L=1 a0, m=1 m_e: alpha=0.018210 e^2 a0^2/Eh, sigma=0.23310 a0
  gap=5.65528 Eh; alpha/lower bound=1.5421 (dimensionless)
barrier g=100, L=1 a0, m=1 m_e: alpha=0.160203 e^2 a0^2/Eh, sigma=0.26178 a0
  gap=0.76554 Eh; alpha/lower bound=8.5282 (dimensionless)
barrier g=1000, L=1 a0, m=1 m_e: alpha=1.585036 e^2 a0^2/Eh, sigma=0.26543 a0
  gap=0.07872 Eh; alpha/lower bound=79.8368 (dimensionless)
barrier g=2000, L=1 a0, m=1 m_e: alpha=3.168211 e^2 a0^2/Eh, sigma=0.26563 a0
  gap=0.03942 Eh; alpha/lower bound=159.0896 (dimensionless)
high-barrier slope d(alpha)/dg: grid=0.0015832, formula=0.0015831 e^2 a0^2/Eh
done: every assertion held
```
